Does an interconnected microstructure prove spinodal decomposition?

**Question**

I have images of two phase-separated alloys. In one, the solute-rich phase forms a continuous network; in the other it forms separate droplets. I was going to label the first "spinodal decomposition" and the second "nucleation and growth". Is that safe? If not, what does decide between the two?

**Answer**

It is not safe, in either direction. The two names describe how a uniform alloy begins to separate. Connectivity describes the shape of what is present later. The first is set by the curvature of the free energy, while the second also depends on the amount of each phase, on where the particles started and on elapsed time.

**What "unstable" means**

Take a regular solution with solute fraction c. Per mole and in units of RT, its free energy is

f(c) = c ln c + (1−c) ln(1−c) + w c(1−c), w = 2Tc/T,

where Tc is the critical temperature. Differentiating twice gives

f′ = ln[c/(1−c)] + w(1−2c)

f″ = 1/[c(1−c)] − 2w.

Composition gradients also cost energy. On a bcc lattice of parameter a, a site interacts with the mean composition c̄ of its eight neighbours, all at squared distance 3a²/4. Expanding c̄ to second order, and using cubic symmetry to average over directions, gives

c̄ = c + (1/6)(3a²/4)∇²c = c + (a²/8)∇²c.

The interaction energy w c(1−c̄) therefore contains −(wa²/8)c∇²c. Integration by parts turns this into +(wa²/8)|∇c|². Writing the gradient energy as (κ/2)|∇c|² gives κ = wa²/4.

The chemical potential is then μ = f′ − κ∇²c. With constant mobility and a suitable time unit, conservation of solute gives the Cahn–Hilliard equation:

∂c/∂t = ∇²(f′ − κ∇²c).

Add a small wave to the uniform alloy, c = c0 + ε cos(kx). To first order in ε, μ changes by (f″ + κk²)ε cos(kx), and ∇² multiplies this by −k². The wave therefore grows at the rate

R(k) = −k²[f″(c0) + κk²].

If f″(c0) > 0, R is negative for every nonzero k. Weak disturbances decay. Outside the miscibility gap the alloy is simply stable; inside it, separation needs a sufficiently large nucleus. If f″(c0) < 0, long waves grow without one: this is spinodal decomposition. Setting dR/d(k²) = −f″ − 2κk² to zero gives the fastest wave and its rate:

k² = −f″/(2κ), R_max = f″²/(4κ).

This result selects a length and a rate. It says nothing about whether the later phase regions connect.

**How much of the minority phase can there be?**

Let m = |2c−1|. Because f is symmetric about c = 1/2, the coexisting phases satisfy f′ = 0. Since ln[(1+m)/(1−m)] = 2 artanh m, this condition reads 2 artanh m = wm, so

m_b = tanh(m_b Tc/T).

The spinodal, where f″ = 4/(1−m²) − 2w = 0, lies at

m_s = √(1 − T/Tc).

The lever rule gives the equilibrium fraction of the solute-rich phase:

φ = (c0 − c_low)/(c_high − c_low).

At the solute-poor spinodal this becomes φ_s = (1 − m_s/m_b)/2. Alloys with φ between φ_s and 1/2 are unstable but off-critical: the solute-rich phase will be a minority.

The metastable side has a limit too. The binodal condition gives T/Tc = m_b/artanh m_b, hence m_s² = 1 − m_b/artanh m_b. Expanding artanh m in powers of m gives

(1 − m²/3) artanh m = m + Σ (4n−4)m²ⁿ⁺¹/[3(2n+1)(2n−1)], n = 1, 2, 3, …

No term in the sum is negative, so m_b/artanh m_b < 1 − m_b²/3, and therefore m_s > m_b/√3. For this symmetric model below Tc,

φ_s < (1 − 1/√3)/2 ≈ 0.211.

The limit is approached as T → Tc. A bulk metastable alloy of this kind thus has less than about 21% of the minority phase at equilibrium.

This matters for the claim that dense precipitates connect. I placed 600 random points in a periodic box and enlarged equal spheres around them, allowing free overlap. In three such samples, one cluster first joined opposite faces at a filled fraction of 0.23 to 0.28, with a mean of 0.257. That is above the 21% limit. This estimate reads low. The spheres were drawn on a grid and were only about three cells in radius, so two of them can count as joined across a gap narrower than one cell. With exact sphere geometry (not included in the output), boxes of this size give about 0.31 on average, with a spread of about 0.03, and the accepted value for an infinite system is about 0.29, which widens the margin. In this symmetric model, then, equal spheres placed at random with free overlap do not readily give a network. Two ways round this are examined below: crowding the nuclei along connected sites, and an asymmetric gap. Other ways, such as elongated particles, are not tested here.

**A numerical example in the Fe–Cr regime**

Take T = 773 K and rough values Tc = 900 K, a = 0.287 nm and D = 10⁻⁴ nm²/s. Then w = 2.3286 and κ = 0.5821a². The coexisting compositions are 0.1935 and 0.8065, and the spinodal compositions are 0.3122 and 0.6878.

For an alloy with c0 = 0.34,

f″ = 1/(0.34 × 0.66) − 2(2.3286) = −0.2009,

φ = (0.34 − 0.1935)/(0.8065 − 0.1935) = 0.239.

It is unstable. Its fastest wave has k² = 0.2009/(2 × 0.5821a²) = 0.173/a², which gives a wavelength 2π/k = 15.1a = 4.34 nm. Here D is the diffusivity the alloy would have if it were an ideal solution. In that case f″ = 1/[c(1−c)], so the constant mobility is Dc0(1−c0). The time unit is then a²/[Dc0(1−c0)] = 1.02 h and R_max = 0.0173 per unit, so this wave grows by a factor e in about 59 h.

For c0 = 0.30,

f″ = 1/(0.30 × 0.70) − 2(2.3286) = +0.1047,

with φ = 0.174. This alloy is metastable.

I solved the Cahn–Hilliard equation in a periodic cube of edge 13.8 nm. "Particle" means a connected region with c > 0.5, and "spans" means that such a region joins opposite faces through the inside of the box, without crossing a periodic boundary. The full numerical output follows this answer.

*Unstable alloys.* Both started from weak random noise of the same strength, lying wholly inside the unstable range.

- At c0 = 0.50, after 200 time units, the solute-rich phase was a single spanning particle.
- At c0 = 0.34, there were 11 separate particles after 650 units and 5 after 1300. None spanned at either time.

At c0 = 0.50 the equation is unchanged when solute and solvent are exchanged, so neither phase is singled out to be the droplets. At c0 = 0.34 that symmetry is gone. The final solute-rich fraction was 0.214, and the mean particle volume was that of a sphere 6.0 nm across. With only five particles, one of them holding 44% of the volume, this is no size distribution. It does show separate particles from a genuinely unstable start.

*Metastable alloy.* At c0 = 0.30, weak noise fell to 1.2% of its initial strength in 100 units. Short waves would fade in an unstable alloy too, so I also followed the six longest waves along one box edge: all of them decayed, as f″ > 0 requires. I then inserted ten nuclei of radius 1.29 nm and composition 0.8065, lowering the surrounding composition slightly to keep the mean at 0.30. The mean composition and the number and radius of nuclei were held fixed; only the placement changed.

- Dispersed nuclei gave ten separate particles after 500 units.
- Nuclei 3.44 nm apart along three crossing lines, initially separate, gave one spanning particle after 500 units. In a longer run, not included in the output, the solute-rich phase still spanned the box after 1500 units but no longer did after 2000.

The lines stand for connected defects that favour nucleation, but the defects' own stress and rapid diffusion are left out.

Geometry shows that equal growth on these sites had to lead to contact. The final fraction in the line case was 0.158. Shared among ten equal spheres, this is 0.158 × (13.78 nm)³/10 ≈ 41 nm³ each, or a diameter of about 4.3 nm. That exceeds the 3.44 nm spacing, so equal spheres on those sites could not remain separate. Joining can begin well before they reach that size, because the starting gaps, 3.44 − 2 × 1.29 = 0.86 nm, are only about as wide as the diffuse interface (0.7 to 0.8 nm). In this run the nuclei already span the box within about 30 time units, at about 6% solute-rich phase (not included in the output), so the network comes mainly from the close placement.

At the times shown, and in this model without thermal noise, the usual labels are reversed. The unstable alloy made separate particles with 21% solute-rich phase, while the nucleated alloy made a network, though a temporary one, with only 16%.

**Can nucleation connect without special sites?**

An asymmetric gap leaves room for it. Let u be the lever-rule fraction itself, and consider the model free energy

g(u) = u²(1−u)²(1+20u²) = u² − 2u³ + 21u⁴ − 40u⁵ + 20u⁶.

It is zero at u = 0 and u = 1 and positive between them, so these are the coexisting phases, with the u axis as common tangent. Its curvature is

g″ = 2 − 12u + 252u² − 800u³ + 600u⁴,

which first reaches zero at u = 0.437. Alloys with up to about 44% of the second phase are therefore metastable in this model, well above the threshold of about 0.29 for overlapping spheres. This shows that there is room for a random nucleated network, not that one must form. Real precipitates compete for solute and do not grow freely through one another.

**How far does this carry over to real Fe–Cr?**

The nanometre scale is reasonable for this regime, but the times are only as good as the rough D, to which they are inversely proportional. The real gap is asymmetric and affected by magnetism, neither of which I have sized, so these are not predictions of the Fe–Cr phase diagram.

An important omission for the labels themselves is thermal noise. In a cube half a wavelength wide, an ideal random solution has a composition spread of about 0.016. The 0.34 alloy lies 0.028 inside the spinodal, and the 0.30 alloy only 0.012 outside it. For the 0.30 alloy the ideal value is also an underestimate: on the metastable side the variance of long composition waves goes as 1/f″, and near the spinodal f″ is far smaller than in an ideal solution. For the 0.34 alloy f″ is negative, so the uniform state has no equilibrium spread, and the ideal value is only a rough scale for the fluctuations it starts with. In a real alloy, the boundary between the two mechanisms would therefore be blurred for both compositions. The sharp distinction belongs to the mean-field model.

The 0.30 runs must be read with this in mind. The critical nucleus, which sits at the top of the energy barrier, satisfies κ∇²c = f′(c) − f′(c0). Solved for a spherical nucleus at c0 = 0.30 (not included in the output), this gives a central composition of only about 0.40 and a barrier of about 0.1 kT. Thermal noise would therefore start separation throughout a real alloy of this kind, not only at favoured sites. The inserted nuclei show what growth from a chosen placement can produce, not how this alloy would nucleate.

The other effects estimated here are milder. For coherency stress, take isotropic elasticity with a rough misfit η = 0.006 per unit composition, a Young modulus E = 200 GPa and a Poisson ratio ν = 0.3. A layer of composition c held to the mean in-plane spacing is strained by an amount η|c−c0| in two directions, and stores Eη²(c−c0)²/(1−ν) per unit volume. Differentiating twice gives 2Eη²/(1−ν). Dividing by RT per molar volume, about 0.90 GPa, shows that coherency stress adds 0.023 to f″. This moves the spinodal from 0.312 to 0.315 and, at c0 = 0.34, lengthens the fastest wave by about 6% and lowers its growth rate by about 21%. If mobility varied as c(1−c), its value in the solute-poor phase would be 0.70 of that at c0 = 0.34. The finite time step in the microstructure runs also slowed the fastest early wave, by a factor of 1.28 at c0 = 0.34 and about 2.1 at c0 = 0.50, and lengthened the selected wave by about 6% and 19%, so their clock times and early length scales are approximate.

**What to look for instead**

Follow the early stages. In spinodal decomposition, a weak composition wave appears throughout the volume, and its amplitude grows at a selected wavelength. In classical nucleation, well away from the spinodal, small regions appear with nearly their final composition, and then grow in size while the matrix between them is depleted. Alternatively, use independent thermodynamic data to find the sign of f″ at the alloy's composition and ageing temperature, including coherency stress. Close to the spinodal, expect an ambiguous answer.

A network that is continuous in a flat section is also connected in three dimensions, but separate patches in a section may be cuts through one continuous network. To rule out connection, you need a three-dimensional image. Your two images do not, by themselves, tell you how either alloy began to separate.

Values computed for the example and the checks

```
Temperature: 773 K
Rough critical temperature: 900 K
Lattice parameter: 0.287 nm
Rough diffusivity: 1.0e-04 nm^2/s
Interaction parameter w: 2.3286
Gradient coefficient kappa: 0.5821 a^2
Binodal compositions: 0.1935, 0.8065
Spinodal compositions: 0.3122, 0.6878
Curvature at c0=0.34: -0.2009 RT/mol
Curvature at c0=0.30: 0.1047 RT/mol
Lever fraction at c0=0.34: 0.2390
Lever fraction at c0=0.30: 0.1737
Lever fraction at this spinodal: 0.1936
Symmetric-gap metastable limit: 0.2113
Fastest wavelength, c0=0.34: 4.34 nm
Fastest growth rate: 0.01732 per time unit
Largest growth-rate test error: 2.9e-04 per time unit
Time unit: 1.020 h
Fastest e-fold time: 58.9 h
Box edge: 13.78 nm
Unstable c0=0.50, t=200: particles 1, spans True, largest share 1.000
Unstable c0=0.34, t=650: particles 11, spans False, largest share 0.165
Unstable c0=0.34, t=1300: particles 5, spans False, largest share 0.439
Unstable c0=0.34 final fraction: 0.2137
Equivalent mean droplet diameter: 5.98 nm
Metastable noise, final/initial at t=100: 0.0118
Number of nuclei in each placement: 10
Nucleus radius: 1.29 nm
Nucleus spacing along lines: 3.44 nm
Initial fraction, line nuclei: 0.0352
Final fraction, line nuclei: 0.1581
Metastable line nuclei, t=500: particles 1, spans True, largest share 1.000
Final fraction, separate nuclei: 0.1397
Metastable separate nuclei, t=500: particles 10, spans False, largest share 0.102
Random-overlap spanning fraction, mean: 0.257
Random-overlap range: 0.23-0.28
Asymmetric-gap metastable limit: 0.4370
Rough misfit per unit composition: 0.006
Rough Young modulus: 200 GPa
Poisson ratio: 0.3
Coherency curvature: 0.0228 RT/mol
Spinodal with coherency stress: 0.3150
Ideal thermal spread, half-wave cube: 0.0161
Distance of c0=0.34 from spinodal: 0.0278
Mobility ratio, low binodal/c0: 0.695
Gradient lattice correction: 0.36 %
Time-step slowing at fastest wave: 1.276 times
```
